Gate and drain coupling coefficients of a ballistic barrier from subthreshold data

**Problem**

An n-channel silicon transistor with a gate about 20 nm long is measured at 300 K. Below threshold its swing is S = 75 mV per decade of current. Its drain-induced barrier lowering is quoted as 60 mV per volt. Treat the device as ballistic: an electron that passes the top of the source-drain barrier reaches the drain without being scattered back. The source is grounded, and the height of the barrier top above the source Fermi level is modelled as

U = U₀ − q(αG VG + αD VD),

where q > 0 is the elementary charge, VG and VD are the gate and drain voltages, and αG and αD are dimensionless coupling coefficients.

(a) Justify the linear form of U and find what the coefficients of all terminals add up to.

(b) Derive the subthreshold current.

(c) Find αG and αD. The 60 mV per volt is the shift of gate voltage at constant current, taken between VD = 0.25 V and 0.75 V. What would change if it were the movement of the barrier itself?

(d) By what factor does the current grow at fixed gate voltage when VD rises from 0.25 V to 0.75 V?

(e) Suppose the same 60 mV per volt had been measured between 0.05 V and 0.75 V. Find αD again.

(f) Estimate how far the neglected effects could move the results.

**Solution**

**(a) The barrier as a voltage divider**

Below threshold there are few electrons in the channel. If their charge is neglected, and source and drain are treated as conductors with fixed edges, the potential φ obeys Poisson's equation with fixed charge only, which is linear. At any fixed point x along the channel,

φ(x) = φ₀(x) + wG(x) VG + wD(x) VD + wS(x) VS.

The weight wG(x) is the potential at x when the gate is at 1 V, the other terminals are at zero and the fixed charge is removed. The other weights are defined in the same way. If every terminal is at 1 V, the potential is 1 V everywhere, because a constant satisfies the equation and all the boundary conditions. Therefore

wG + wD + wS = 1.

A body contact, if there is one, adds its own weight to this sum.

An electron has charge −q, so its band edge is E(x) = E₀(x) − q Σ wᵢ(x)Vᵢ. The barrier is the maximum of E(x), at a position x_t that may move with bias. The chain rule gives

dU/dVᵢ = −q wᵢ(x_t) + (dE/dx at x_t)(dx_t/dVᵢ).

The second term is zero because the band edge is flat at its maximum. Thus αᵢ = wᵢ(x_t): the coefficient is the weight at the barrier top, and motion of the top does not alter the first derivative. It does alter the coefficient from one bias to another, so constant αG and αD are an approximation for a limited range of bias. Part (f) gives its size.

**(b) The current**

Let the electrons at the barrier top move freely in the plane of the film, with mass m and g equivalent valleys. Energies are counted from the source Fermi level. States moving towards the drain are filled by the source. For U much larger than kT their occupation is the Boltzmann factor exp[−(U + ħ²k²/2m)/kT].

Including spin, there are 2g/(2π)² states per unit area of film and unit area of k-space. Each carries the forward velocity (ħk/m)cos θ. The current per unit width from the source is

I₊ = q [2g/(4π²)] ∫cos θ dθ ∫ k dk (ħk/m) exp[−(U + ħ²k²/2m)/kT],

with θ from −π/2 to π/2 and k from 0 to ∞. The angular integral is 2. With a = ħ²/(2mkT), the remaining integral is

∫k² exp(−ak²) dk = √π/(4a^(3/2)).

Hence

I₊ = q (g/π²)(ħ/m)(√π/4)(2mkT/ħ²)^(3/2) exp(−U/kT).

This can be written as charge times density times velocity:

I₊ = q N₊ v_T exp(−U/kT),
N₊ = g m kT/(2πħ²),
v_T = √(2kT/πm).

Multiplying N₊ by v_T gives g√m (kT)^(3/2)/(√2 π^(3/2) ħ²), which is what the previous line reduces to.

States moving towards the source are filled by the drain, whose Fermi level lies qVD lower. Their current has the same form with an extra factor exp(−qVD/kT). The net current is

I = q N₊ v_T exp(−U/kT) F(VD),
F(VD) = 1 − exp(−qVD/kT).

For numbers, take m = 0.19 electron masses and g = 2, which suit the lowest subband of a thin (100) silicon film. Then N₊ = 2.05×10¹² cm⁻² and v_T = 1.23×10⁷ cm/s, so q N₊ v_T = 406 µA/µm. Let the constant-current criterion be 10 nA/µm, or 0.010 µA/µm. In saturation F is practically 1, and

U = kT ln(406/0.010) = 25.85 meV × 10.61 = 274 meV.

The barrier is more than ten times kT, which justifies the Boltzmann factor.

**(c) The two coefficients**

At fixed VD, only U in the current depends on VG, and dU/dVG = −qαG. Therefore

d ln I/dVG = qαG/kT.

The swing is the gate voltage needed for one decade. A decade is ln 10 in ln I, so

S = (kT/q) ln 10/αG.

At 300 K, kT/q = 25.85 mV and (kT/q) ln 10 = 59.53 mV. The gate coefficient is

αG = 59.53/75.0 = 0.794.

A weight cannot exceed 1, since without fixed charge the potential has no maximum inside the device. In this model, then, the swing cannot be smaller than 59.53 mV per decade at 300 K, and it approaches that value when the gate alone controls the barrier.

For the drain coefficient, compare two points with equal current, (VG1, V1) and (VG2, V2), where V1 and V2 are drain voltages. Equal currents require

−U₁/kT + ln F₁ = −U₂/kT + ln F₂,

or U₂ − U₁ = kT ln(F₂/F₁). The barrier formula gives the same difference as

U₂ − U₁ = −qαG(VG2 − VG1) − qαD(V2 − V1).

Define the measured shift as a positive number, D = −(VG2 − VG1)/(V2 − V1), because less gate voltage is needed at higher drain voltage. Equating the two expressions and dividing by qαG(V2 − V1) gives

D = αD/αG + [kT/(qαG)] ln(F₂/F₁)/(V2 − V1).

Since kT/(qαG) = S/ln 10, this is

D = αD/αG + S log₁₀(F₂/F₁)/(V2 − V1).

At 0.25 V the drain voltage is 9.7 times kT/q, and F differs from 1 by less than 10⁻⁴. The last term is then below 0.01 mV/V and can be dropped. With D = 60 mV/V = 0.060,

αD = D αG = 0.060 × 0.794 = 0.048.

The remainder is

1 − αG − αD = 0.159.

It belongs to the source and to anything else that holds the barrier back, such as a body contact or interface traps. If the source accounts for most of it, the source couples more strongly than the drain, as expected when the barrier top lies nearer the source.

The name "barrier lowering" invites another reading, in which the barrier itself falls by 60 meV per volt of drain bias. Then αD would be 0.060 directly, and the gate shift would be 0.060/0.794, about 76 mV/V. The two readings differ by the factor αG and coincide only for perfect gate control. The data must therefore say which quantity was measured.

**(d) Growth of the off-current**

At fixed gate voltage, raising VD by 0.50 V lowers the barrier by

0.0476 × 0.50 V × q = 23.8 meV.

With F equal to 1 at both ends, the current grows by

exp(23.8/25.85) = 2.51.

The measured quantities give the same answer without the coefficients. The drain step is worth 60 mV/V × 0.50 V = 30 mV on the gate, which is 30/75 = 0.40 decade, and 10^0.40 = 2.51. The coefficients become necessary when one asks about the barrier. For instance, 75 mV on the gate moves it by 59.5 meV, not by 75 meV.

**(e) A low drain bias in the measurement**

At VD = 0.05 V, the drain sends back part of the current:

F = 1 − exp(−50/25.85) = 0.855.

Raising VD to 0.75 V removes this return current. That increases I even if the barrier does not move, and so it looks like barrier lowering. Its contribution to D is

75 mV × log₁₀(1/0.855)/(0.70 V) = 7.3 mV/V.

The electrostatic part of the shift is therefore

αD/αG = 60.0 − 7.3 = 52.7 mV/V,

and αD = 0.0527 × 0.794 = 0.042. Omitting the correction would give 0.048, about 14 percent above the corrected value. The gate coefficient does not change, because F is constant while VG is swept at fixed VD.

**(f) What the simple extraction leaves out**

*Scattering.* If a fraction t of the electrons that would cross ballistically reaches the drain, I is multiplied by t. A constant t changes neither S nor D. If t depends on drain bias but not on gate bias, it enters the equal-current condition exactly as F does and adds S log₁₀(t₂/t₁)/(V2 − V1) to D. The size of such a change depends on the device. An assumed rise of 10 percent between 0.25 V and 0.75 V adds

75 mV × log₁₀(1.10)/(0.50 V) = 6.2 mV/V,

about a tenth of the quoted value. Swing and gate shift alone cannot separate this from drain coupling.

*Temperature.* If the channel were really at 310 K, the same swing would mean αG = 0.820, which is 3.3 percent above the 300 K result.

*Interface traps.* Represent the barrier top by a node joined to the terminals by capacitances with sum C_Σ, so that αG = C_G/C_Σ. Two gates, each with an oxide-equivalent thickness of 1.0 nm and relative permittivity 3.9, give C_G = 6.9 µF/cm², hence C_Σ = 8.7 µF/cm². Traps whose charge follows the barrier add q² times their density per unit energy. For an assumed 5×10¹¹ cm⁻² eV⁻¹ at each of two interfaces, this is 0.16 µF/cm², or 1.8 percent of C_Σ. Without them αG would be 0.794/(1 − 0.018) = 0.809. The extracted 0.794 describes the device with its traps, not its geometry alone.

*Mobile charge and Fermi statistics.* Electrons of density N at the barrier raise it by q²N/C_Σ. I included this term, replaced Boltzmann by Fermi occupation, integrated the current numerically over k and solved for the gate voltage at each current. With the coefficients of part (c) and VD = 0.75 V, the swing averaged over the decade centred on 10 nA/µm stays at 75.0 mV. Centred on 1 µA/µm it is 75.4 mV. Both effects are small here and grow towards threshold.

*Changing coefficients.* A simple channel model shows what a finite drain window does. Let the band edge, measured from the source band edge, obey

d²E/dx² = (E − E_long)/λ²,
E(0) = 0, E(L) = −qVD.

Here E_long is the barrier of a very long channel under the same gate voltage, and λ is the distance over which the influence of source and drain decays. By substitution, the weights are

wD = sinh(x/λ)/sinh(L/λ),
wS = sinh[(L − x)/λ]/sinh(L/λ),
wG = 1 − wS − wD.

Setting dE/dx = 0 locates the top:

cosh[(L − x_t)/λ]/cosh(x_t/λ) = 1 + qVD/E_long.

The left side falls as x_t grows, so a larger VD/E_long puts the top nearer the source, where wD is smaller. I take L = 20 nm, λ = 4 nm and the source Fermi level 0.05 eV above the source band edge. E_long is adjusted numerically to keep the current at 10 nA/µm, without tunnelling. The results are:

- VD = 0.25 V: x_t = 9.0 nm, αG = 0.832, αD = 0.064, αD/αG = 77 mV/V.
- VD = 0.75 V: x_t = 8.0 nm, αG = 0.816, αD = 0.049, αD/αG = 60 mV/V.

The shift over the whole window is 67 mV/V, between the two local values. An experimenter who combined it with the swing at 0.75 V, 73.0 mV per decade, would find αD = 0.067 × 0.816 = 0.055. That is about 12 percent above the local coefficient at 0.75 V and 14 percent below the one at 0.25 V. The extracted αD is thus an average over the drain window.

*Tunnelling through the barrier.* In the same channel model, I computed the transmission below the top by the WKB method. Above the top I used the transmission of an inverted parabola with the same curvature, and I averaged over the Boltzmann distribution. At VD = 0.75 V the swing rises from 73.0 to 73.7 mV per decade, and the shift over the window rises from 67 to 71 mV/V. Nearly all of the second change can be traced to the curvature at the top, which has magnitude (E_long − U_t)/λ², where U_t is the top energy above the source band edge. At equal barrier height E_long is larger at high drain bias, so the top is more sharply curved and easier to tunnel through. Ignoring tunnelling in this model would make the inferred αG about 1 percent too low and αD about 5 percent too high, relative to the values found without tunnelling.

**Beside a real device**

The numbers are meant for a silicon double-gate or nanosheet transistor with a film a few nanometres thick. A swing of 75 mV per decade and a shift of 60 mV/V are plausible for a short gate, though a well-controlled device can do better on both. The mass, oxide thickness and trap density are rough typical values, not data for a particular product. The value λ = 4 nm is on the long side: with 1.0 nm of silicon dioxide on each face it belongs to a film of about 7 nm, while a 5 nm film would have about 3 nm and weaker drain coupling. In films of about 4 nm or more, the other silicon valleys and the higher subbands also carry a large part of the current. A flat-well estimate with parabolic bands gives about a quarter at 4 nm, nearly half at 5 nm and about two thirds at 7 nm. For 5 to 7 nm the prefactor is then roughly two to three times 406 µA/µm, and the barrier at 10 nA/µm is some 15 to 30 meV higher than 274 meV. The tunnelling estimate, made with m = 0.19, applies only to the light-mass part of the current. In the Boltzmann range this raises the prefactor found in part (b), but does not change the extraction of αG and αD as long as the spacings between the subbands do not vary with bias. Real silicon channels of this length scatter some electrons at room temperature, so the ballistic assumption holds only approximately. Scattering leaves αG unchanged as long as the transmission does not vary with gate voltage. For αD, a 10 percent rise of transmission over the drain window would lower the inferred value from 0.048 to about 0.043.

With these limits, αG ≈ 0.79 is good to a few percent for the effects estimated here, whereas for αD ≈ 0.05 the assumed 10 percent rise of transmission and the finite drain window each matter at the level of 10 to 15 percent, and together they can matter more. A narrower drain window, with both ends many times kT/q, reduces the averaging over bias, but not the error from a transmission that changes steadily with drain bias. The current should be well below threshold but above any leakage that the gate does not control.
